# Schwarz Bounds for Skipping Short-Range Exchange Integrals

A screened hybrid functional needs exchange integrals with the kernel

$$v(r)=\frac{\operatorname{erfc}(\omega r)}{r},\qquad \omega>0 .$$

In an extended system with localized orbitals many of these integrals are negligible, and it saves work to discard them before computing them. For the ordinary Coulomb kernel a Cauchy-Schwarz estimate can do this. The problem is to decide whether the estimate survives the change of kernel, and what it then guarantees.

The algebra is in atomic units and the numbers are in eV and angstrom. For complex, square-integrable functions $f$ and $g$, define

$$\langle f|g\rangle=\iint f^*(\mathbf r_1)\,v(r_{12})\,g(\mathbf r_2)\,d^3r_1d^3r_2,\qquad \|f\|^2=\int|f|^2d^3r .$$

Products of Gaussian orbitals are square-integrable. The Fourier convention is $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$.

## (a) Does the double integral converge?

**Question.** Show that $\langle f|g\rangle$ is finite for all square-integrable $f$ and $g$.

**Solution.** First integrate the kernel over space. Since $\frac{d}{dr}\operatorname{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}$, integration by parts gives

$$\int_0^\infty r\operatorname{erfc}(\omega r)\,dr=\left[\tfrac{r^2}{2}\operatorname{erfc}(\omega r)\right]_0^\infty+\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr .$$

The boundary term vanishes at both ends. The last integral is $\sqrt\pi/(4\omega^3)$, so the right side is $1/(4\omega^2)$ and

$$\int v\,d^3r=4\pi\cdot\frac1{4\omega^2}=\frac{\pi}{\omega^2}.$$

Now set $\mathbf r=\mathbf r_1-\mathbf r_2$. At fixed $\mathbf r$, the ordinary Cauchy-Schwarz inequality gives $\int|f(\mathbf r_2+\mathbf r)||g(\mathbf r_2)|d^3r_2\le\|f\|\,\|g\|$. Multiplying by $v(r)\ge0$ and integrating over $\mathbf r$,

$$|\langle f|g\rangle|\le\frac{\pi}{\omega^2}\|f\|\,\|g\| .$$

The bound diverges as $\omega\to0$, where the kernel becomes $1/r$ and is no longer integrable at large distance.

## (b) What is the Fourier transform of the kernel?

**Question.** Find $\hat v(k)$ and its sign.

**Solution.** The angular average of $e^{-i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/(kr)$. Therefore

$$\hat v(k)=4\pi\int_0^\infty r^2\,\frac{\operatorname{erfc}(\omega r)}{r}\,\frac{\sin kr}{kr}\,dr=\frac{4\pi}{k}\int_0^\infty\operatorname{erfc}(\omega r)\sin(kr)\,dr .$$

Integrate by parts with $\sin kr=-\frac{d}{dr}\frac{\cos kr}{k}$. The boundary term is $+1/k$, from $r=0$, and

$$\int_0^\infty\operatorname{erfc}(\omega r)\sin(kr)\,dr=\frac1k-\frac{2\omega}{k\sqrt\pi}\int_0^\infty e^{-\omega^2r^2}\cos(kr)\,dr .$$

The Gaussian cosine integral is $\frac{\sqrt\pi}{2\omega}e^{-k^2/4\omega^2}$. Hence

$$\boxed{\hat v(k)=\frac{4\pi}{k^2}\left[1-e^{-k^2/4\omega^2}\right]>0}$$

For small $k$ the bracket is $k^2/4\omega^2$ to leading order, so $\hat v(0)=\pi/\omega^2$, in agreement with part (a). For $k\gg2\omega$ the full Coulomb value $4\pi/k^2$ returns, because screening leaves the $1/r$ singularity at short distance unchanged.

Take $\omega=0.2079$ Å$^{-1}$, which is $0.11$ bohr$^{-1}$, the range parameter of HSE06. At $k=0.2$ Å$^{-1}$ the ratio to the full transform is $1-e^{-0.231}=0.207$; at $k=1.0$ Å$^{-1}$ it is $0.997$.

## (c) Does the Cauchy-Schwarz inequality follow?

**Question.** Prove the inequality for $\langle f|g\rangle$ and apply it to two-electron integrals, including those of complex orbitals.

**Solution.** The inner integral over $\mathbf r_2$ is the convolution of $v$ with $g$, whose transform is $\hat v\hat g$. Parseval's theorem then gives

$$\langle f|g\rangle=\int\frac{d^3k}{(2\pi)^3}\,\hat v(k)\,\hat f^*(\mathbf k)\,\hat g(\mathbf k).$$

For $g=f$ the integrand is $\hat v|\hat f|^2\ge0$. Because $\hat v>0$ at every $k$, the integral vanishes only if $f=0$ almost everywhere. The form is therefore an inner product.

For $g\neq0$, set $c=\langle g|f\rangle/\langle g|g\rangle$ and expand:

$$0\le\langle f-cg|f-cg\rangle=\langle f|f\rangle-c\langle f|g\rangle-c^*\langle g|f\rangle+|c|^2\langle g|g\rangle .$$

Since $\langle f|g\rangle=\langle g|f\rangle^*$, each of the last three terms has magnitude $|\langle f|g\rangle|^2/\langle g|g\rangle$. Two are negative and one is positive, so

$$|\langle f|g\rangle|^2\le\langle f|f\rangle\langle g|g\rangle .$$

Equality requires $f=cg$.

With the convention $(\mu\lambda|\nu\sigma)=\iint\phi_\mu^*\phi_\lambda(\mathbf r_1)\,v\,\phi_\nu^*\phi_\sigma(\mathbf r_2)$, choose $f=\phi_\lambda^*\phi_\mu$ and $g=\phi_\nu^*\phi_\sigma$. Then

$$|(\mu\lambda|\nu\sigma)|\le Q_{\mu\lambda}Q_{\nu\sigma},\qquad Q_{\mu\lambda}=\sqrt{(\mu\lambda|\lambda\mu)} .$$

For real orbitals, $Q_{\mu\lambda}=\sqrt{(\mu\lambda|\mu\lambda)}$. For complex ones the reversed order matters. Consider $f=s(p_x+ip_y)$ on one atom, with real $s$, $p_x$ and $p_y$. Without conjugation the self-integral is

$$(sp_x|sp_x)-(sp_y|sp_y)+2i(sp_x|sp_y)=0 .$$

The first two terms cancel by rotation, and the third vanishes under $x\to-x$. With conjugation the result is $(sp_x|sp_x)+(sp_y|sp_y)$, which is 5.81 eV for the silicon 3s and 3p functions of the example below. The unconjugated factor would wrongly declare this integral to be zero.

## (d) Is a positive kernel in real space enough?

**Question.** Test the inequality for $w(r)=r^2e^{-r^2}$, in dimensionless units, using two narrow Gaussian densities.

**Solution.** The transform of $e^{-ar^2}$ is $(\pi/a)^{3/2}e^{-k^2/4a}$. Applying $-d/da$ brings down $r^2$; at $a=1$ this gives

$$\hat w(k)=\pi^{3/2}\left(\frac32-\frac{k^2}{4}\right)e^{-k^2/4},$$

which is negative for $k>\sqrt6$, although $w(r)\ge0$.

Let the densities be normalized Gaussians with exponents $p$ and $q$ and separation $R$. Their transforms multiply to $e^{-k^2/4p-k^2/4q}=e^{-k^2/4\theta}$, apart from the phase of the displacement, with $\theta=pq/(p+q)$. The interaction is thus the average of $w$ over one normalized Gaussian of exponent $\theta$ centred at $\mathbf R$. Completing the square,

$$r^2+\theta|\mathbf r-\mathbf R|^2=(\theta+1)\left|\mathbf r-\frac{\theta\mathbf R}{\theta+1}\right|^2+\frac{\theta R^2}{\theta+1}.$$

The mean of $r^2$ over the shifted Gaussian is its variance plus its squared centre. Hence

$$I_w(R)=\left(\frac{\theta}{\theta+1}\right)^{3/2}e^{-\theta R^2/(\theta+1)}\left[\frac{3}{2(\theta+1)}+\frac{\theta^2R^2}{(\theta+1)^2}\right].$$

For $p=q=20$, so $\theta=10$, the self-interaction is $I_w(0)=0.118$. At $R=1$ the interaction is $I_w(1)=0.336$. Both self-interactions are equal, so the supposed bound is $0.118$, and it fails by a factor of 2.8. This kernel is strongest at a finite distance, so each compact density interacts more with its neighbour than with itself. The proof in part (c) rests on $\hat v>0$, for which $v(r)>0$ is no substitute.

## (e) Can full-range factors or mixed kernels be used?

**Question.** Compare the short-range factors with ordinary Coulomb factors, and find when the kernel $[a+b\operatorname{erfc}(\omega r)]/r$ with real $a,b$ has a nonnegative transform.

**Solution.** For $k>0$, $0<\hat v(k)<4\pi/k^2$. Multiplying by $|\hat f|^2$ and integrating gives, for densities with finite Coulomb self-energy,

$$Q^{\rm SR}_{\mu\lambda}\le Q^{\rm full}_{\mu\lambda}.$$

Full-range factors are therefore also safe for short-range integrals, at the price of a looser estimate.

The mixed kernel has transform

$$\frac{4\pi}{k^2}\left[a+b\left(1-e^{-k^2/4\omega^2}\right)\right].$$

The bracket moves monotonically from $a$ at small $k$ to $a+b$ at large $k$. It is nonnegative throughout precisely when $a\ge0$ and $a+b\ge0$. HSE06 exchange has $a=0$ and $b=1/4$ and meets both conditions. If the bracket changes sign, a density whose transform is concentrated in the negative region has a negative self-interaction, and the argument of part (c) fails.

## (f) What error does skipping cause?

**Question.** For real orbitals and a closed-shell density matrix $P$, normalized to the total electron number, bound the error made by skipping terms.

**Solution.** The exchange matrix and the full short-range exchange energy are

$$K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\nu\sigma),\qquad E=-\frac14\sum_{\mu\nu}P_{\mu\nu}K_{\mu\nu}.$$

Skip a term when $Q_{\mu\lambda}Q_{\nu\sigma}|P_{\lambda\sigma}|<\tau$. Let $\delta K_{\mu\nu}$ be the sum of the skipped terms. The triangle inequality and part (c) give

$$|\delta K_{\mu\nu}|\le B_{\mu\nu}=\sum_{\text{skipped }\lambda\sigma}Q_{\mu\lambda}Q_{\nu\sigma}|P_{\lambda\sigma}| .$$

The retained matrix is $K-\delta K$, so the energy changes by $+\frac14\sum P_{\mu\nu}\delta K_{\mu\nu}$ at fixed density, and

$$|\delta E|\le\frac14\sum_{\mu\nu}|P_{\mu\nu}|B_{\mu\nu}.$$

The threshold $\tau$ limits one term. The total depends on how many terms are skipped and on how their signs combine. The effect of skipping on a self-consistent density is a further error, not included here.

## (g) How tight is the estimate at large distance?

**Question.** Find the short-range interaction of two normalized s-type densities at separation $R$ and compare it with its bound.

**Solution.** As in part (d), the two Gaussians enter through $e^{-k^2/4\theta}$. Multiplying by the bracket in $\hat v$ produces a second Gaussian with $1/\theta'=1/\theta+1/\omega^2$, that is, $\theta'=\theta\omega^2/(\theta+\omega^2)$. After the angular integration,

$$I(R)=\frac{J_\theta(R)-J_{\theta'}(R)}{R},\qquad J_\theta(R)=\frac2\pi\int_0^\infty\frac{\sin kR}{k}e^{-k^2/4\theta}dk .$$

Here $J_\theta(0)=0$, and differentiation leaves a Gaussian cosine integral, $J_\theta'(R)=\frac{2\sqrt\theta}{\sqrt\pi}e^{-\theta R^2}$. Thus $J_\theta(R)=\operatorname{erf}(\sqrt\theta R)$ and

$$I(R)=\frac{\operatorname{erf}(\sqrt\theta R)-\operatorname{erf}(\sqrt{\theta'}R)}{R}.$$

For two densities of equal width, both self-integrals equal the limit $R\to0$, so the Schwarz bound is

$$I(0)=\frac{2}{\sqrt\pi}\left(\sqrt\theta-\sqrt{\theta'}\right),$$

whatever the separation. At large $R$, $\operatorname{erfc}(x)\approx e^{-x^2}/(x\sqrt\pi)$. Since $\theta'<\theta$, the second error function controls the tail:

$$I(R)\approx\frac{e^{-\theta'R^2}}{\sqrt{\pi\theta'}\,R^2}.$$

The outer silicon s orbital in the 6-31G basis has exponent $\alpha=0.2780$ Å$^{-2}$. Its square has exponent $2\alpha$, and two such densities have $\theta=(2\alpha)(2\alpha)/(4\alpha)=\alpha$. With $\omega^2=0.0432$ Å$^{-2}$,

$$\theta'=\frac{0.2780\times0.0432}{0.3212}=0.0374\ \text{Å}^{-2}.$$

The energy unit follows from $\hat v(0)=\pi/\omega^2$, which is 1046.9 eV Å$^3$: the Coulomb constant is $1046.9\times0.0432/\pi=14.4$ eV Å. The bound is $14.4\times1.128\times(0.527-0.193)=5.42$ eV.

The integral itself is 0.493 eV at 5 Å, 0.00899 eV at 10 Å and $3.25\times10^{-8}$ eV at 20 Å. The asymptotic formula gives $3.3\times10^{-8}$ eV at 20 Å. There the bound exceeds the integral by more than eight orders of magnitude. It is still a valid bound, but it contains no information about the distance between the two densities. In the exchange estimate, distance enters through the overlap of $\mu$ with $\lambda$ and of $\nu$ with $\sigma$, and through $P_{\lambda\sigma}$.

## (h) How does the estimate perform for two silane molecules?

**Question.** Assess the inequality, its numerical use and the skipping error for two SiH$_4$ molecules with Si–H length 1.48 Å and Si–Si separation 5.0 Å. Use the Hartree-Fock density in the 6-31G basis and hold it fixed while $\tau$ varies.

**Solution.** The 42 orbitals form $42\times43/2=903$ pairs, each with its product. The matrix of integrals between them should have no negative eigenvalue. Its computed extremes are $-2.1\times10^{-12}$ and 381 eV; the negative value is of relative size $6\times10^{-15}$, consistent with rounding. Among the 546 products with self-integrals above $10^{-6}$ hartree, the largest ratio of integral to bound for two different pairs is 1.000000. This is the equality case $f=cg$ of part (c). For example, let $p$ and $p'$ be p functions on one silicon atom with different radial parts. Then $p_xp'_y$ and $p_yp'_x$ are the same function, although they come from different orbital pairs. The median ratio is 0.038.

Very small self-integrals need separate care, because an error $\eta$ in a vanishing self-integral becomes $\sqrt\eta$ in $Q$. The smallest computed self-integral is zero, which strict positivity forbids for a nonzero product. In the set of integrals used here, the unshifted factors violate the inequality by up to $1.7\times10^{-6}$ eV. Replace them by

$$Q_{\mu\lambda}=\sqrt{(\mu\lambda|\mu\lambda)+\delta}.$$

A shift $\delta=1.6\times10^{-13}$ eV restores every inequality to within $\varepsilon=10^{-11}$ hartree per integral. So small a shift can suffice because it enters under a square root: for a product with vanishing self-integral paired with one of self-integral 10 eV, it raises the bound from zero to about $1.3\times10^{-6}$ eV. This shift was found from the computed integrals themselves; it is a repair for this case, not a general error analysis. The allowance $\varepsilon$ can add at most $\frac14\varepsilon(\sum|P_{\mu\nu}|)^2$ to the energy bound, about $4\times10^{-7}$ eV for this pair, and is not included in the bounds below.

| $\tau$ (eV) | terms skipped | truly below $\tau$ | energy error (eV) | bound (eV) |
|---|---:|---:|---:|---:|
| $10^{-2}$ | 94.1% | 97.3% | 0.363 | 7.97 |
| $10^{-4}$ | 79.6% | 89.5% | 0.00170 | 0.0753 |
| $10^{-6}$ | 64.6% | 76.9% | $4.1\times10^{-6}$ | $7.8\times10^{-4}$ |

The errors refer to the full short-range exchange energy, about $-1122$ eV, evaluated without skipping. HSE06 contains one quarter of it, so at $\tau=10^{-4}$ eV the error in its exchange term is $0.00170/4=0.0004$ eV, with a bound of 0.019 eV.

The loosest threshold illustrates the difference between a term and a total: terms limited to 0.01 eV leave an energy error of 0.363 eV. In the other direction, the energy bound exceeds the actual error by factors of about 22, 44 and 190 from the loosest to the tightest threshold. The estimate also keeps terms that could have been dropped, as the second and third columns show.

Full-range factors skip 93.7%, 79.1% and 64.2% of the terms. The gain from short-range factors is at most half a percentage point here. For the well-resolved products $Q^{\rm SR}/Q^{\rm full}$ lies between 0.755 and 1.000, so the two estimates of an integral between such products differ by less than a factor of two. This comparison holds for the stated $\omega$, basis and geometry.

The accuracy needed depends on the energy sought. The short-range exchange energy of the pair minus that of two separate molecules is $-0.0058$ eV, including basis superposition. It becomes $-0.0191$ eV when each separate molecule is given all the orbitals of the pair. With polarization functions added, in the 6-31G(d,p) basis with five spherical d functions, these two values change to $-0.0027$ and $-0.0177$ eV. The first is not converged: six Cartesian d functions give $-0.0015$ eV and the def2-SVP basis gives $-0.0116$ eV, while the second stays near $-0.018$ eV in both. The difference therefore sets only a scale.

Skipping affects the separate molecules as well. At $\tau=10^{-2}$ eV the error is 0.363 eV for the pair and 0.185 eV for each molecule. Most of this cancels, but the remaining 0.0064 eV is still as large as the $-0.0058$ eV sought. At $10^{-4}$ and $10^{-6}$ eV the difference is wrong by 0.0012 eV and $3.2\times10^{-6}$ eV.

The inequality does not guarantee this cancellation. The bounds for the pair and the two molecules must be added, which gives 15.0, 0.096 and $7.8\times10^{-4}$ eV. If the guaranteed bound must lie below the difference, only the last of these three thresholds qualifies.

Silane is a precursor gas for silicon films, but this fixed pair is a test geometry, not a model of a reactor or a film. Its absolute exchange energy is not converged: for one molecule, going from 6-31G to def2-TZVP changes it by $-1.94$ eV, and using an HSE06 density in place of the Hartree-Fock one changes it by $+0.54$ eV. Neither change affects the inequality, which holds for any square-integrable products. In a crystal the same inequality applies to each integral between localized functions, but a finite bound on the energy error per cell also requires the sum over distant cells to converge. Since the Schwarz factors do not decay with the distance between the two products, that convergence must come from the density matrix. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
omega = 0.2079 1/angstrom
transform at k=0 = 1046.9 eV angstrom^3
short-range/full transform at k=0.2 1/angstrom: 0.2066
short-range/full transform at k=1.0 1/angstrom: 0.9969
kernel r^2 exp(-r^2), reduced exponent 10, distance 1 (no units):
  integral 0.3362, false bound 0.1182
two SiH4: Si-H 1.48 angstrom, Si-Si 5.0 angstrom
orbitals 42, distinct orbital products 903, well resolved 546
lowest eigenvalue of pair matrix -2.1e-12 eV
highest eigenvalue of pair matrix 380.9 eV
negative computed self-integrals: 0, lowest 0.0e+00 eV
largest excess over unshifted bound 1.7e-06 eV
shift of self-integrals 1.6e-13 eV
|integral|/bound, resolved products: max 1.000000
|integral|/bound, resolved products: median 3.84e-02
Q_short/Q_full, resolved: min 0.7548, max 1.0000
s(px+i py) with conjugate 5.8056 eV, without 0.0e+00 eV
short-range exchange energy of pair -1121.6805 eV
tau = 1e-02 eV:
  skipped: short-range Q 94.08 %, full Q 93.65 %
  truly below tau 97.25 %
  energy error 3.63e-01 eV, guaranteed bound 7.97e+00 eV
  largest K error 1.76e-01 eV, largest K bound 1.73e+00 eV
tau = 1e-04 eV:
  skipped: short-range Q 79.57 %, full Q 79.08 %
  truly below tau 89.50 %
  energy error 1.70e-03 eV, guaranteed bound 7.53e-02 eV
  largest K error 1.62e-03 eV, largest K bound 1.19e-02 eV
tau = 1e-06 eV:
  skipped: short-range Q 64.61 %, full Q 64.21 %
  truly below tau 76.88 %
  energy error 4.14e-06 eV, guaranteed bound 7.75e-04 eV
  largest K error 6.20e-06 eV, largest K bound 1.06e-04 eV
outer Si s densities moved apart:
  R 5 angstrom: integral 4.933e-01 eV, bound 5.424 eV
  R 10 angstrom: integral 8.987e-03 eV, bound 5.424 eV
  R 15 angstrom: integral 3.928e-05 eV, bound 5.424 eV
  R 20 angstrom: integral 3.246e-08 eV, bound 5.424 eV
  exponent of outer s orbital 0.2780 1/angstrom^2
changes of the short-range exchange energy:
  one SiH4, HF density, 6-31G -560.8373 eV
  one SiH4, def2-TZVP minus 6-31G -1.9391 eV
  one SiH4, HSE06 minus HF density 0.5393 eV
  pair minus two single molecules -0.00584 eV
```
